# Diffusion resistance between offset pinholes in two impermeable sheets

Q: Two impermeable sheets lie on top of each other with a thin gap between them. Each has one pinhole, and the pinholes do not overlap. A molecule must enter through one, wander sideways and leave through the other. What resistance does the gap offer? I would guess path length over cross-section, so something proportional to the offset.

A: Let us fix the quantities first. The gap has height $h$, both pinholes have radius $a$, and their centres are a distance $L$ apart in the plane. The molecules diffuse with constant $D$ and neither react nor stick in the gap. The state is steady. The sheets extend much farther than $L$ in every direction from both pinholes and let nothing out at their far edges. The gap concentration is $c_1$ across the entrance mouth and $c_2$ across the exit mouth. With $Q$ the number of molecules passing per second, the resistance is

$$R=\frac{c_1-c_2}{Q},$$

in s/cm³ if concentrations are per cm³. Your guess would suit a channel of fixed width. Here the flow spreads over the plane, so its cross-section grows with distance from the mouth.

Q: The flow has three dimensions. Why may you speak of a plane?

A: In steady state $\nabla^2c=0$, and no flux through the walls means $\partial c/\partial z=0$ at $z=0$ and $z=h$. Average over the height, $\bar c=\frac1h\int_0^h c\,dz$. Away from the mouths,

$$\nabla_\parallel^2\bar c=-\frac1h\int_0^h\frac{\partial^2c}{\partial z^2}dz=-\frac1h\left[\frac{\partial c}{\partial z}\right]_0^h=0 .$$

So the average obeys the two-dimensional Laplace equation. What is left over consists of terms $f_n(x,y)\cos(n\pi z/h)$ with $n\ge1$, for which $\nabla_\parallel^2f_n=(n\pi/h)^2f_n$. They fade over a distance $h/(n\pi)$ from the mouth, at most $h/\pi$.

If $h\ll a$, this region is a narrow ring around the mouth. I then replace each mouth by a circular rim of radius $a$ at concentration $c_1$ or $c_2$. This needs $h$ to be small against both $a$ and the clearance between the mouths, and its cost can be worked out later.

Q: Then begin with one mouth.

A: A circle of radius $r$ around it is the edge of a cylinder of area $2\pi rh$. The same $Q$ crosses each such cylinder:

$$Q=-D\,(2\pi rh)\frac{dc}{dr}\quad\Rightarrow\quad c=\text{const}-\frac{Q}{2\pi Dh}\ln r .$$

Q: That runs to minus infinity at large $r$. One mouth in an endless sheet has no finite resistance to infinity.

A: True, but we have two mouths, and what enters at one leaves at the other. Let $r_1$ and $r_2$ be the distances from the centres of the entrance and the exit. The equation is linear, so the field of a source $Q$ and a sink $-Q$ is the sum

$$c=c_0+\frac{Q}{2\pi Dh}\ln\frac{r_2}{r_1}.$$

Far away $r_2/r_1\to1$, and $c\to c_0$. The two divergences cancel, and no outer radius is needed.

On the entrance rim $r_1=a$, while $r_2$ lies between $L-a$ and $L+a$, which is $L$ to leading order for $a\ll L$. On the exit rim the roles are exchanged. Therefore

$$c_1=c_0+\frac{Q}{2\pi Dh}\ln\frac La,\qquad c_2=c_0-\frac{Q}{2\pi Dh}\ln\frac La .$$

Adding the two gives $c_0=(c_1+c_2)/2$. Subtracting them doubles the logarithm, which turns $2\pi$ into $\pi$:

$$\boxed{R=\frac{\ln(L/a)}{\pi Dh}}\qquad(h\ll a\ll L).$$

Q: So the offset hardly matters?

A: It matters weakly. Close to a mouth, at distances well below $L$, each doubling of distance costs nearly the same drop, because the path doubles and so does the cross-section. Doubling $L$ at fixed $a$, $D$ and $h$ adds $\ln2/(\pi Dh)$, as long as $L\gg a$. For $h\ll a$, halving $h$ doubles $R$, provided the gap still admits the molecule and can be treated as a diffusing medium.

Q: You set $r_2=L$ on a rim where it varies by $\pm a$. Is the relative error of order $a/L$?

A: It is smaller, of order $a^2/L^2$. To show this, we solve the two-dimensional problem for any $L>2a$. The idea is to move the source and sink points slightly off the hole centres, so that each rim becomes a curve of constant concentration.

Put the source point at $x=p$ and the sink point at $x=-p$. A curve of constant $c$ has $r_2/r_1=\lambda$, now with distances from these points:

$$(x+p)^2+y^2=\lambda^2\left[(x-p)^2+y^2\right].$$

Collect terms and divide by $\lambda^2-1$:

$$x^2+y^2-2p\kappa x+p^2=0,\qquad \kappa=\frac{\lambda^2+1}{\lambda^2-1}.$$

Completing the square gives a circle with centre $x=p\kappa$ and squared radius $p^2(\kappa^2-1)$. Since $(\lambda^2+1)^2-(\lambda^2-1)^2=4\lambda^2$, the radius for $\lambda>1$ is $2p\lambda/(\lambda^2-1)$. We need centre $L/2$ and radius $a$. Their ratio no longer contains $p$:

$$\frac{L}{2a}=\frac{\lambda^2+1}{2\lambda}=\frac{\lambda+\lambda^{-1}}2=\cosh(\ln\lambda).$$

The other rim is the mirror image, with ratio $1/\lambda$. The concentration difference is thus $(Q/2\pi Dh)\,2\ln\lambda$, and

$$R=\frac{\operatorname{arccosh}(L/2a)}{\pi Dh}.$$

For the error, use $\operatorname{arccosh}u=\ln(u+\sqrt{u^2-1})$ with $u=L/2a$:

$$\operatorname{arccosh}\frac{L}{2a}=\ln\frac La+\ln\frac{1+\sqrt{1-4a^2/L^2}}2\approx\ln\frac La-\frac{a^2}{L^2}.$$

The last step uses $\sqrt{1-\epsilon}\approx1-\epsilon/2$ and then $\ln(1-\epsilon)\approx-\epsilon$. The first-order variation around the rim has gone.

Q: Is there evidence that does not use your circles?

A: The field can be found numerically by fixing the concentration on both rims and fitting a source-sink pair plus multipoles. For $L/a=3$ this gives $\pi DhR=0.9624$, equal to the arccosh to the printed digits. The plain logarithm gives 1.0986, too large by 14 % of the true value. At $L/a=20$ the logarithm is too large by $1.004\,a^2/L^2$, as the expansion predicts.

Q: What happens when the holes nearly touch?

A: Let $g=L-2a$ be the clearance between the rims, with $g\ll a$. Then $L/2a=1+g/2a$. Since $\cosh v\approx1+v^2/2$, we have $v=\sqrt{g/a}$ and

$$R\approx\frac{\sqrt{g/a}}{\pi Dh}.$$

Your channel picture now works. At a distance $y$ from the line of centres, each rim has receded by $y^2/2a$, so the straight path has length $g+y^2/a$. Adding the conductances of parallel strips gives

$$\frac1R\approx Dh\int_{-\infty}^{\infty}\frac{dy}{g+y^2/a}=\pi Dh\sqrt{\frac ag},$$

which is the same result. It needs $h\ll g$, because each mouth also adds an extra path of order $h$, which is worked out next.

Q: Now pay for the mouth. Molecules enter from above, through a disc, and not through a rim.

A: For $h\ll a$ the rim looks straight. Let $x$ be the distance outward from it and $u=c_1-c$ the drop below the mouth concentration. On the top wall $z=h$, $u=0$ for $x<0$, where the hole is, and there is no flux for $x>0$. There is no flux through the bottom. Define

$$\zeta=e^{\pi(x+iz)/h},\qquad W=\ln\left(\sqrt\zeta+\sqrt{\zeta+1}\right),\qquad u=\frac{2hG}{\pi}\,\mathrm{Re}\,W .$$

The real part of an analytic function satisfies Laplace's equation, so only the boundaries need inspection:

- On the bottom, $\zeta>0$ and $W$ is real. Its imaginary part is constant, so by the Cauchy–Riemann equations $\mathrm{Re}\,W$ has no normal derivative.
- Under the hole, $-1<\zeta<0$. With $\zeta=-\sigma^2$ and $\sigma>0$, the bracket is $i\sigma+\sqrt{1-\sigma^2}$, of modulus 1, so $\mathrm{Re}\,W=0$.
- On the top wall outside, $\zeta<-1$ and the bracket is $i(\sigma+\sqrt{\sigma^2-1})$. The imaginary part of $W$ is $\pi/2$, again constant.

Far outside, $W\approx\ln(2\sqrt\zeta)$, hence

$$u\approx G\left(x+\frac{2\ln2}{\pi}h\right).$$

So $G$ is the gradient outside, and the mouth acts as an extra path of length $\delta=(2\ln2/\pi)h=0.441h$. At the rim $G=Q/(2\pi aDh)$, so one mouth adds the drop $G\delta=(Q/2\pi Dh)(\delta/a)$. Two mouths add twice that:

$$R=\frac{\ln(L/a)+s}{\pi Dh},\qquad s\approx\frac{2\ln2}{\pi}\frac ha .$$

Q: And when $h$ is not small?

A: Then $s$ has to come from the round mouth in $r$ and $z$, solved by matching the modes under the hole to those outside. At $h/a=0.1$ that gives $s=0.0451$, against 0.0441 from the thin-gap law. At $h=a$ it gives 0.606, against 0.441. The plain logarithm requires $s\ll\ln(L/a)$, so a gap as high as the pinhole radius already makes a visible error unless $L/a$ is enormous.

Q: Give me numbers for something one might build.

A: Take two transferred monolayer h-BN sheets over black phosphorus, immersed in air-saturated water, with water trapped between the sheets. Oxygen enters by the upper pinhole and reacts at the semiconductor exposed in the lower one. I use rough typical values: $h=2$ nm, $a=20$ nm, $L=2000$ nm, $D=2\times10^{-5}$ cm²/s for dissolved oxygen, and 0.26 mmol/L of oxygen, or $1.566\times10^{17}$ per cm³. I assume that the edges of the stack are sealed, that the gap water dissolves as much oxygen as the water outside, and that the semiconductor consumes oxygen at once, so $c_2=0$. The last assumption gives the largest flow that diffusion allows, not a measured oxidation rate.

With $h=2\times10^{-7}$ cm,

$$\pi Dh=\pi(2\times10^{-5})(2\times10^{-7})=1.257\times10^{-11}\ \text{cm}^3/\text{s},$$

$$R=\frac{\ln100}{1.257\times10^{-11}}=\frac{4.605}{1.257\times10^{-11}}=3.66\times10^{11}\ \text{s/cm}^3 .$$

The oxygen flow for an isolated pair is

$$Q=\frac{1.566\times10^{17}}{3.66\times10^{11}}\approx4.3\times10^5\ \text{molecules per second}.$$

This is a ceiling. If five oxygen molecules oxidise four phosphorus atoms, and black phosphorus holds about 52 atoms per nm³, such a flow would consume about 5 nm of depth per second over the pinhole area. If a flake oxidises far more slowly than this even without the second sheet, the gap does not set the rate.

Doubling $L$ raises $R$ by 15 %, which is $\ln2/\ln100$.

Q: How soon does your steady state apply?

A: Diffusion over the offset takes a time of order $L^2/D=2$ ms, but in a wide gap that starts without oxygen the exit flow is then still well below its steady value. The gap must also fill out to its edges. For an isolated pair in a sheet of width $W$, that takes of order $W^2/D$, which is longer.

Q: Does the second sheet help at all? Water outside the first pinhole also has a resistance.

A: It does when diffusion sets the rate, and we can calculate by how much for a mouth at uniform concentration. Let the disc send the flux density

$$j(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}}$$

into the half-space. Its integral over the disc is $Q$. A point source on the wall of a half-space gives $1/(2\pi D\rho)$ per unit flow at distance $\rho$. At any point $P$ of the disc, use polar coordinates around $P$. The area element $\rho\,d\rho\,d\theta$ cancels the $1/\rho$, leaving integrals along chords through $P$. On a chord of half-length $b$, with $t$ measured from its middle, $a^2-r^2=b^2-t^2$, and

$$\int_{-b}^{b}\frac{dt}{\sqrt{b^2-t^2}}=\pi .$$

The chord directions cover an angle $\pi$, so the double integral is $\pi^2$ for every $P$. The disc is indeed at uniform concentration:

$$c=\frac1{2\pi D}\frac{Q}{2\pi a}\pi^2=\frac{Q}{4Da}.$$

Reversing the flow changes the sign alone, so the access resistance is $1/(4Da)=6.25\times10^9$ s/cm³. A pinhole through a sheet 0.33 nm thick adds its length over $\pi a^2D$, or $1.3\times10^8$ s/cm³. One sheet thus gives about $6.4\times10^9$ s/cm³. Two sheets, with gap, access and two pinhole lengths, give $3.73\times10^{11}$ s/cm³, about 58 times more. This comparison keeps the pinhole size, the water and the fast reaction the same, and takes one isolated, non-overlapping pair. If the mouths are still taken as uniform, a slower first-order reaction adds the same series resistance $R_s$ to both cases. The oxygen flow then falls by about the factor $(3.73\times10^{11}+R_s)/(6.4\times10^9+R_s)$, with $R_s$ in s/cm³. This tends to 1 when $R_s$ is much larger than the gap resistance, so the second sheet hardly slows a slow oxidation.

Q: You added parts as if the concentration were uniform across each mouth. Who enforces that?

A: Nobody, so the sum is a lower bound on the resistance of the full path. For fixed end concentrations, the true field minimises $D\int|\nabla c|^2dV$. To see this, add a change $v$ that vanishes at the ends. The cross term $2D\int\nabla c\cdot\nabla v\,dV$ becomes zero on integration by parts, because $\nabla^2c=0$ and the walls pass no flux, and the remaining term $D\int|\nabla v|^2dV$ is not negative. The minimum equals $(c_1-c_2)^2/R$, with $c_1$ and $c_2$ here the end values of the full path. Demanding uniform mouths restricts the choice of fields, so the minimum cannot fall and the calculated $R$ cannot exceed the true one. The factor 58 is a ratio of two such bounds, and therefore an estimate.

Q: Real sheets have many pinholes. Surely that ruins the isolated pair.

A: Take a regular case, a checkerboard of upper and lower holes with nearest distance $L$. Reflection in the line midway between neighbouring columns exchanges upper and lower holes. It therefore reverses $c-c_0$, which must vanish on that line. The same holds for rows. Each hole sits in a square of side $L$ whose edge is at $c_0$.

Map the unit disc to this square by

$$f(w)=C\int_0^w\frac{dt}{\sqrt{1+t^4}} .$$

On the circle $t=e^{i\theta}$, $1+t^4=2\cos(2\theta)\,e^{2i\theta}$, so $df=iC\,d\theta/\sqrt{2\cos2\theta}$ for $|\theta|<\pi/4$. This is a straight vertical side. Since $f(iw)=if(w)$, the other three follow by rotation. The side lies at $f(1)=L/2$. The substitution $t\to1/t$ shows that the integral from 0 to 1 is half of that from 0 to $\infty$, and $v=t^4$ turns the latter into a beta function:

$$\int_0^1\frac{dt}{\sqrt{1+t^4}}=\frac18\int_0^\infty\frac{v^{-3/4}dv}{\sqrt{1+v}}=\frac{\Gamma(1/4)^2}{8\sqrt\pi},\qquad C=\frac{4\sqrt\pi}{\Gamma(1/4)^2}L .$$

In the disc, $c-c_0=-(Q/2\pi Dh)\ln|w|$. Near the centre $f\approx Cw$, so a small hole has its rim at $|w|=a/C$. Its concentration differs from $c_0$ by $(Q/2\pi Dh)\ln(C/a)$, and $c_1-c_2$ is twice that. With $Q$ the flow through each upper hole,

$$R_{\text{hole}}=\frac{\ln(L/a)+M}{\pi Dh},\qquad M=\ln\frac{4\sqrt\pi}{\Gamma(1/4)^2}=-0.617 .$$

A separate numerical fit of the field in the square gives the same $M$. In the example, the gap resistance per hole falls by 13 %. Many holes also deplete the water outside the sheets, which this figure leaves out. Randomly placed pinholes have no single $L$, and this constant does not describe them.

Q: So how far should I trust $3.66\times10^{11}$ s/cm³ for a real stack?

A: As an order of magnitude, if the gap really is a continuous water film with sealed edges. Open edges would feed the lower pinhole as well. For a round stack of radius $B$ centred on that pinhole, the path from the edge alone has resistance $\ln(B/a)/(2\pi Dh)$. At $B=50$ µm this is $3.1\times10^{11}$ s/cm³, less than that of the pinhole pair. Transferred sheets can trap water in blisters and touch elsewhere. Where they touch there is no clear gap, and the formula does not apply. The gap height and the value of $D$ in so thin a water film are both uncertain, and $R$ is inversely proportional to each. If confinement halved $D$, which is an assumption and not an estimate, $R$ would double. The finite size of the molecule also matters: the centre of an oxygen molecule 0.35 nm across can use only 1.65 nm of the 2 nm, which raises $R$ by 21 %. In the model with uniform mouths, outer access adds 1.7 %, which is a lower bound, the mouths add 1.0 %, and the pinhole lengths less than 0.1 %. In a thin gap the flow in fact crowds at the rim, so the depth of the lower pinhole alone adds about 0.2 %, which is still negligible here. A slower reaction at the semiconductor would add a resistance in series and lower the oxygen flow. These percentages should not simply be added, since a change of $h$ or $D$ in the gap also alters the others.

## Computed values

```
Two holes: L/a, pi*D*h*R numerical, arccosh(L/2a), ln(L/a)
      3  0.962424  0.962424  1.098612
      5  1.566799  1.566799  1.609438
     20  2.993223  2.993223  2.995732
    100  4.605070  4.605070  4.605170
Error of the logarithm times (L/a)^2 at L/a = 20: 1.0038
Thin-gap slope 2 ln2/pi: 0.4413
Mouth: h/a, s from mode matching, s from thin-gap law
  0.0125  0.00553  0.00552
  0.0500  0.02231  0.02206
  0.1000  0.04514  0.04413
  1.0000  0.60589  0.44127
Checkerboard constant M: numerical -0.61739, closed form -0.61739
Disc access D*a*R at r/a = 0.2, 0.5, 0.9: 0.25000, 0.25000, 0.25000
Example inputs (rough typical values)
  gap height h: 2.0 nm
  pinhole radius a: 20 nm
  offset L: 2000 nm
  sheet thickness: 0.33 nm
  O2 diameter: 0.35 nm
  D: 2.0e-05 cm2/s
  dissolved O2: 0.26 mmol/L = 1.566e+17 per cm3
Example results
  ln(L/a): 4.6052
  pi*D*h: 1.2566e-11 cm3/s
  gap resistance R: 3.665e+11 s/cm3
  O2 rate, isolated pair: 4.273e+05 molecules/s
  R with L doubled: 4.216e+11 s/cm3 (+15.1 %)
  time scale L^2/D: 2.00 ms
  outer access resistance: 6.250e+09 s/cm3
  resistance of one pinhole length: 1.313e+08 s/cm3
  single sheet, access + pinhole: 6.381e+09 s/cm3
  two sheets, gap + access + pinholes: 3.730e+11 s/cm3
  gain of two sheets over one: 58.4 times
Neglected effects, change of R
  D halved by confinement (assumed): +100 %
  finite size of O2 in the gap: +21.2 %
  neighbouring holes, checkerboard: -13.4 %
  outer access (lower bound): +1.71 %
  mouth correction: +0.98 %
  shift of s, 200 to 400 modes: -6.2e-08
  length of both pinholes: +0.072 %
  finite a/L: -0.0022 %
```
